\section*{Floating voltage probes: from ballistic to ohmic resistance in one dimension}

\section{The question}

A short, clean wire between two good contacts has a resistance that does not depend on its length. If phonons scatter the carriers backwards many times along a much longer wire, its resistance grows in proportion to its length. Between these limits carriers lose their phase and only some are scattered backwards, and a simple way to describe this is to attach fictitious voltage probes along the wire. A probe absorbs carriers and returns as many as it takes, but with no memory of their phase. The question is how much resistance such probes add, and whether the loss of phase or something else is responsible.

\section{Setting and assumptions}

The conductor has $M$ identical modes, spin included, that do not mix. The response is linear and the transmission is independent of energy, so temperature does not enter the result. The two end contacts are reflectionless. Terminal $a$ has reduced potential $f_a$, with $f_L=1$ and $f_R=0$. The reduced current $j$ is the current per mode divided by $e^2V/h$, where $V$ is the applied voltage. The resistance is therefore
\begin{equation}
\mathcal R=\frac{h}{Me^2}\,\frac1j .
\end{equation}

Probes $n=1,\dots,N$ sit at $x_n=(n-\tfrac12)a$ on a wire of length $L=Na$. At each probe a right-moving wave $u$ meets a wave $p$ coming from the probe:
\begin{equation}
u'=e^{i\theta}\left(\sqrt{1-\alpha}\,u+\sqrt{\alpha}\,p\right),\qquad
p'=-\sqrt{\alpha}\,u+\sqrt{1-\alpha}\,p .
\label{coupler}
\end{equation}
The cross terms cancel in $|u'|^2+|p'|^2=|u|^2+|p|^2$, so the coupler is unitary. Left-movers meet an identical coupler with a second probe channel $q$. Nothing is reflected in the wire, and a fraction $\alpha$ of each stream enters the probe. Both channels of a probe belong to one reservoir, whose potential is set by zero net current.

\paragraph{Lemma 1 (current conservation).} Let $P_{ab}$ be the total transmission probability from terminal $b$ to terminal $a$, and $N_a$ the number of channels of $a$. Then
\begin{equation}
I_a=\sum_b P_{ab}(f_a-f_b),\qquad \sum_a I_a=0 .
\label{lb}
\end{equation}

\emph{Proof.} Terminal $a$ emits $N_af_a$ and receives $\sum_bP_{ab}f_b$. The rows of a unitary scattering matrix are normalized, so $N_a=\sum_bP_{ab}$, which gives the first relation. Its columns are normalized too, so $\sum_aP_{ab}=N_b$ and $\sum_aI_a=\sum_aN_af_a-\sum_bN_bf_b=0$. Since $I_n=0$ at every probe, the current entering on the left leaves on the right.

\section{The resistance law}

\paragraph{Theorem.} Under these assumptions, with absorbed fractions $\alpha_n$,
\begin{equation}
\frac1j=1+\sum_{n=1}^{N}\frac{\alpha_n}{2-\alpha_n}.
\label{sum}
\end{equation}
For equal probes this becomes
\begin{equation}
\mathcal R=\frac{h}{Me^2}\left(1+\frac L\lambda\right),\qquad
\lambda=a\,\frac{2-\alpha}{\alpha}.
\label{law}
\end{equation}
If instead the two channels of each probe float separately, then $j=1$ for any $\alpha_n$.

\emph{Proof.} Let $f_n^{+}$ and $f_n^{-}$ be the occupations of the right- and left-moving streams between probes $n$ and $n+1$, in the same reduced units. Waves from different reservoirs, or from different channels of one reservoir, have no fixed relative phase. In (\ref{coupler}) the wave $u$ comes from earlier terminals and $p$ from probe $n$, so their intensities add:
\begin{align}
f_n^{+}&=(1-\alpha_n)f_{n-1}^{+}+\alpha_nf_n, \label{right}\\
f_{n-1}^{-}&=(1-\alpha_n)f_n^{-}+\alpha_nf_n. \label{left}
\end{align}
The probe absorbs $\alpha_n(f_{n-1}^{+}+f_n^{-})$ and emits $2\alpha_nf_n$. Zero net current requires
\begin{equation}
f_n=\tfrac12\left(f_{n-1}^{+}+f_n^{-}\right).
\label{float}
\end{equation}
Adding (\ref{right}) and (\ref{left}) and inserting (\ref{float}) gives $f_n^{+}+f_{n-1}^{-}=f_{n-1}^{+}+f_n^{-}$. Hence $f_n^{+}-f_n^{-}=f_{n-1}^{+}-f_{n-1}^{-}=j$ is the same in every segment.

Define the drop $\delta_n=f_{n-1}^{+}-f_n^{+}$. From (\ref{right}) and (\ref{float}),
\begin{equation}
\delta_n=\alpha_n(f_{n-1}^{+}-f_n)=\frac{\alpha_n}{2}\left(f_{n-1}^{+}-f_n^{-}\right).
\end{equation}
Because $f_n^{-}=f_n^{+}-j=f_{n-1}^{+}-\delta_n-j$, the last bracket equals $\delta_n+j$. Solving for the drop,
\begin{equation}
\delta_n=\frac{\alpha_n}{2-\alpha_n}\,j .
\end{equation}
The contacts impose $f_0^{+}=1$ and $f_N^{-}=0$, so $f_N^{+}=j$. Therefore $1-\sum_n\delta_n=j$, and division by $j$ gives (\ref{sum}).

When the channels float separately, the right-moving channel returns what it absorbs to the same stream. Its potential is $f_{n-1}^{+}$, so $f_n^{+}=f_{n-1}^{+}=1$. In the same way $f_n^{-}=0$, and $j=1$. This completes the proof.

\paragraph{Remark 1 (what causes the resistance).} In both arrangements the wave that avoids every probe has intensity $\prod_n(1-\alpha_n)$. For twelve unequal probes this was $7.6\times10^{-7}$ in the full amplitude calculation. The reduced resistance $1/j$ was 6.659 with common probe potentials and 1.000 with the directions floated apart. The phase is lost in both cases. Additional resistance appears when half of the absorbed carriers are sent backwards.

\paragraph{Remark 2 (limits).} For $L\ll\lambda$ the resistance saturates at $h/(Me^2)$; for $L\gg\lambda$ it is proportional to $L$. The local exponent $d\ln\mathcal R/d\ln L=L/(L+\lambda)$ passes through one half at $L=\lambda$. Setting $y=a/\lambda=\alpha/(2-\alpha)$ gives $\alpha=2y/(1+y)$. Since $\alpha\le1$, the spacing cannot exceed $\lambda$.

The coherent transmission for equal probes is $(1-\alpha)^N=e^{-L/\ell_\phi}$. With $1-\alpha=(1-y)/(1+y)$,
\begin{equation}
\ell_\phi=-\frac{a}{\ln(1-\alpha)}=\frac{a}{2\,\mathrm{artanh}\,y}\longrightarrow\frac\lambda2\quad(a\ll\lambda).
\end{equation}
The factor of two arises because half of the re-emitted carriers continue forward.

\paragraph{Corollary (potential profile).} For equal probes $f_n^{+}=1-n\delta$. Inserting this and $f_n^{-}=f_n^{+}-j$ in (\ref{float}),
\begin{equation}
f_n=1-\frac j2-\left(n-\tfrac12\right)\delta .
\end{equation}
Extrapolated to $x=0$ and $x=L$, this line gives $1-j/2$ and $1-j/2-N\delta=j/2$. A drop $j/2$ thus sits at each contact, and the rest is spread evenly along the wire.

\section{How the probes remove interference}

Place elastic scatterers with transmissions $T_1,T_2$ at the two ends of the probed section. Let $R_i=1-T_i=|r_i|^2$, $\rho_i=R_i/T_i$ and $A=(1-\alpha)^N$. One round trip between the scatterers multiplies the amplitude by $z=r_1r_2A$, with propagation phases absorbed in $r_1r_2$. Summing the round trips as a geometric series gives the direct transmission $T_1T_2A/|1-z|^2$.

\paragraph{Lemma 2 (fringe).} For weak scatterers the peak-to-peak variation of $\mathcal R$ with the loop phase, relative to $\mathcal R$, is $4\sqrt{R_1R_2}\,A$ to leading order.

\emph{Proof.} A right-moving wave going from one terminal to a later one can take the direct path or add whole round trips. Its amplitude acquires the factor $1/(1-z)$ and its probability the factor $1+2\,\mathrm{Re}\,z$ to first order in $z$. The same holds for left-movers. Every other transfer between different terminals needs at least one extra reflection; its probability is already of order $R_i$, so its phase-dependent part is of higher order. Interference in reflection back to the same terminal drops out of (\ref{lb}). A common factor leaves the floating potentials unchanged, so $j$ acquires the factor $1+2\,\mathrm{Re}\,z$. As the phase varies, $2\,\mathrm{Re}\,z$ spans $4|z|=4\sqrt{R_1R_2}\,A$.

\paragraph{Remark 3 (one full probe).} Let $\alpha=1$ for a single probe between the scatterers. With a common potential, the left contact exchanges carriers only with the probe, with probability $T_1$, and the right contact likewise with $T_2$. The two conductances are in series:
\begin{equation}
\frac1j=\frac1{T_1}+\frac1{T_2}=2+\rho_1+\rho_2 .
\end{equation}
If the directions float separately, the fluxes $F$ to the right and $B$ to the left obey $F=T_1+R_1B$ and $B=R_2F$. Then $j=T_2F=T_1T_2/(1-R_1R_2)$, and
\begin{equation}
\frac1j=\frac{T_1+T_2-T_1T_2}{T_1T_2}=1+\rho_1+\rho_2 .
\end{equation}
Losing phase makes the scatterers add; the common reservoir contributes one further unit.

Without probes, $1/j=|1-z|^2/(T_1T_2)$ with $|z|^2=R_1R_2$. Its phase average is
\begin{equation}
\frac{1+R_1R_2}{T_1T_2}=(1+\rho_1)(1+\rho_2)+\rho_1\rho_2=1+\rho_1+\rho_2+2\rho_1\rho_2 .
\end{equation}
Averaging $j$ instead uses $\langle|1-z|^{-2}\rangle=\sum_m|z|^{2m}=1/(1-R_1R_2)$ and returns $1+\rho_1+\rho_2$. For $T_1=0.7$ and $T_2=0.5$ the coherent value ranges from 1.07 to 5.50. The averages are 3.29 for the resistance and 2.43 for the inverse mean conductance, while the full common probe gives 3.43 at every phase tested.

\section{The probe used in Green-function calculations}

A lattice calculation can represent a probe by a self-energy $-i\eta$ on each site. Such a probe also reflects coherently, so the theorem does not apply directly.

\paragraph{Lemma 3.} Take a chain with hopping $-t$, spacing $a$ and $E=-2t\cos k$. One probed site gives $1/j=1+\eta/w$, with $w=2t\sin k=\hbar v/a$. In the interior of a long probed chain, where the potential is linear, the reduced resistance per site is
\begin{equation}
r=\tanh\kappa\left(1+\frac{\sinh^2\kappa}{\sin^2k'}\right),\qquad
E+i\eta=-2t\cos(k'+i\kappa).
\label{bulk}
\end{equation}

\emph{Proof.} For one site each lead contributes self-energy $-te^{ik}$ and width $w$. Hence $G=1/(E+2te^{ik}+i\eta)=1/[i(w+\eta)]$. The probe width is $2\eta$, so $P_{RL}=w^2/(w+\eta)^2$ and $P_{pL}=2w\eta/(w+\eta)^2$. By symmetry the probe floats at one half, and
\begin{equation}
j=P_{RL}+\tfrac12P_{pL}=\frac{w}{w+\eta}.
\end{equation}

For the infinite probed chain put $q=k'+i\kappa$. The Green function at distance $n$ is $G_n=e^{iq|n|}/(2it\sin q)$, so $P_n=4\eta^2|G_n|^2$ decays as $s^{|n|}$ with $s=e^{-2\kappa}$. A linear profile with drop $g$ per site satisfies the floating condition because $P_n=P_{-n}$. Across any bond there are $n$ pairs of sites at distance $n$, each with potential difference $ng$. Thus
\begin{equation}
\frac jg=\sum_{n\ge1}n^2P_n
=\frac{\eta^2}{t^2|\sin q|^2}\,\frac{s(1+s)}{(1-s)^3}
=\frac{\eta^2}{t^2|\sin q|^2}\,\frac{\cosh\kappa}{4\sinh^3\kappa}.
\end{equation}
Separating real and imaginary parts in (\ref{bulk}) gives $\eta=2t\sin k'\sinh\kappa$, and $|\sin q|^2=\sin^2k'+\sinh^2\kappa$. Therefore $j/g=\sin^2k'\coth\kappa/(\sin^2k'+\sinh^2\kappa)$, whose inverse is $r$.

For $E=-0.6t$ and $\eta=0.3t$ one finds $\kappa=0.15642$ and $\sin k'=0.95507$ (the output labels the latter ``sin k''), and the formula gives 0.15935 per site, as does the slope between finite chains of 160 and 240 sites. For weak coupling, meaning $\eta\ll w\sin k$, one has $r\approx\kappa\approx\eta/w$. Near a band edge this condition is stricter than $\eta\ll w$. Where it holds,
\begin{equation}
\lambda\approx\frac{a}{r}\approx\frac{\hbar v}{\eta}.
\end{equation}

\section{Example: a nanotube interconnect at 77 K}

Consider an armchair carbon nanotube with $M=4$ and rough inputs: $v=8\times10^5$ m/s, diameter $d=1.5$ nm and $\lambda=4$ $\mu$m. The ballistic resistance is $h/4e^2=6.45$ k$\Omega$. A spacing of 0.1 $\mu$m gives $y=0.025$ and $\alpha=0.05/1.025=0.0488$. The phase-breaking length of the model is 2.00 $\mu$m. In a real tube it can be shorter at the same resistance, because processes that break the phase but keep the direction add no resistance.

At $L=0.4$ $\mu$m, $\mathcal R=6.453\times1.1=7.10$ k$\Omega$. At 4 $\mu$m it is $6.453\times2=12.9$ k$\Omega$, and at 40 $\mu$m it is $6.453\times11=71.0$ k$\Omega$. For 5 mV across the 4 $\mu$m wire the current is $5/12.91=0.387$ $\mu$A. Each contact takes 1.25 mV and the wire 2.5 mV. The matching lattice parameter is $\eta=0.5266\ \mathrm{eV\,nm}/4000\ \mathrm{nm}=0.132$ meV; a 40-site chain with this value, spacing $a=0.1$ $\mu$m and hopping $t=\hbar v/2a$, taken at the band centre, gives $1/j=2.0005$, against 2 from (\ref{law}).

Now let each contact transmit 0.9. At one energy and $L=4$ $\mu$m, the resistance varies between 13.96 and 14.73 k$\Omega$ with the loop phase. This is 5.4\% of the mean, equal to the estimate $4\times0.1\times0.135$ of Lemma 2. At 77 K, however, thermal averaging acts first. The loop phase contains $2EL/\hbar v$. With $u=E/k_BT$ and $b=2k_BTL/\hbar v$, summing the residues at $u=i\pi(2m+1)$ gives
\begin{equation}
\int\frac{\cos(bu)\,du}{4\cosh^2(u/2)}=2\pi b\sum_{m\ge0}e^{-\pi b(2m+1)}=\frac{\pi b}{\sinh\pi b}.
\end{equation}
This factor is 0.27 at 40 nm and $10^{-12}$ at 400 nm. The fringes in this example therefore vanish by energy averaging at lengths where most carriers in the model are still coherent.

\paragraph{Comparison with a real interconnect.} Real contacts reflect. Two contacts of transmission 0.9 add 1.43 k$\Omega$ once phase is lost, or 11\% at 4 $\mu$m. The next subband starts at $2\hbar v/d=0.70$ eV from the charge-neutrality point and is empty at 77 K as long as the Fermi level stays near that point. If all the heat were released in the tube, and the tube lost 0.1 W/(K\,m) to its surroundings, a rough value, it would warm by about 5 mK. Part of the heat is released in the contacts, so the warming is smaller. Optical phonons were estimated from the linearized emission and absorption rate
\begin{equation}
\frac1{\lambda_{\rm op}(E)}=\frac{2n_B+f_0(\hbar\omega+E)+f_0(\hbar\omega-E)}{\ell_{\rm op}},
\end{equation}
where $n_B$ is the phonon occupation, $f_0$ the Fermi function, $\hbar\omega=0.16$ eV and $\ell_{\rm op}=15$ nm, both rough. They are negligible at 77 K. At 300 K, with the acoustic length scaled as $1/T$ to about 1 $\mu$m, this rate raises the resistance of the 4 $\mu$m wire by roughly 80\%. That figure takes $\ell_{\rm op}$ as a backscattering length and assumes that each event leaves the direction of the carrier random. If 15 nm is instead the total scattering length, still with random directions, the backscattering rate is halved and the rise is roughly halved too. If most events reverse the carrier, the rise is also smaller, because a carrier that absorbs a phonon soon emits one again, and two reversals restore its direction. The value 15 nm itself comes from transport at high bias, where the optical phonons are driven out of equilibrium. For equilibrium phonons, estimates from the electron--phonon coupling of graphene give a length several times longer, roughly 60 to 130 nm at this diameter, and the rise is then only about 10 to 25\%. The 80\% is therefore a high estimate. At 300 K a single energy-independent length taken from acoustic phonons underestimates the resistance, by an amount that depends strongly on $\ell_{\rm op}$.

Coulomb repulsion is strong in such a tube. Adding charge costs the kinetic term $\pi\hbar v/4$ plus $U=(2e^2/4\pi\epsilon_0\epsilon)\ln(4h_g/d)$ for a gate at distance $h_g$. The Luttinger parameter $[1+4U/(\pi\hbar v)]^{-1/2}$ is about 0.23 for $\epsilon=2.5$ and $h_g=300$ nm, where 1 means no interaction. Its effect on the resistance is not calculated here, so $\lambda$ must be read as an effective length. The law also leaves out interference among many static defects, for which the term $2\rho_1\rho_2$ above already shows that coherent resistances need not add. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
12 unequal probes, common potential: reduced R = 6.65913
same probes, directions floated apart: reduced R = 1.00000
same probes, coherent transmission = 7.588e-07
two scatterers: T1 = 0.7, T2 = 0.5, rho1 = 0.4286, rho2 = 1.0000
coherent pair, reduced R min, max = 1.0726, 5.4988
coherent pair, phase-averaged reduced R = 3.2857
coherent pair, 1/(phase-averaged T) = 2.4286
pair with full common probe, reduced R = 3.4286
pair with full direction-keeping probe, reduced R = 2.4286
chain test: E/t = -0.6, eta/t = 0.3, one-site reduced R = 1.15724
chain test: kappa = 0.15642, sin k = 0.95507
chain bulk reduced R per site: numeric 0.1593496, formula 0.1593496
nanotube inputs: modes = 4, velocity = 8.0e+05 m/s
diameter = 1.5 nm, temperature = 77 K, bias = 5.0 mV
backscattering length = 4.0 um, probe spacing = 0.1 um
ballistic resistance = 6.4532 kOhm
resistance per length = 1.6133 kOhm/um
absorbed fraction alpha = 0.04878
phase-breaking length = 1.9996 um
L =  0.1 um, N =   1: R =   6.6145 kOhm, coherent transmission = 9.512e-01
L =  0.4 um, N =   4: R =   7.0985 kOhm, coherent transmission = 8.187e-01
L =  1.0 um, N =  10: R =   8.0665 kOhm, coherent transmission = 6.065e-01
L =  4.0 um, N =  40: R =  12.9064 kOhm, coherent transmission = 1.353e-01
L = 10.0 um, N = 100: R =  22.5862 kOhm, coherent transmission = 6.731e-03
L = 40.0 um, N = 400: R =  70.9852 kOhm, coherent transmission = 2.053e-09
dlnR/dlnL at 4 um = 0.4999
current at 4 um = 0.3874 uA
drop at each contact, 4 um = 1.2500 mV
first, last probe potential = 3.7187, 1.2813 mV
hbar*v = 0.5266 eV nm, matching eta = 0.1316 meV
4 um reduced R: network 2.00000, Green-function chain 2.00047
contacts of transmission 0.9, single energy:
  L =  0.0 um: R from 6.4532 to 9.6400 kOhm
  L =  1.0 um: R from 8.4141 to 10.7273 kOhm
  L =  4.0 um: R from 13.9576 to 14.7338 kOhm
  L = 16.0 um: R from 33.6978 to 33.7023 kOhm
two such contacts add, phase lost: 1.4340 kOhm
kT = 6.6353 meV, hbar*v/kT = 79.36 nm
thermal fringe factor: 40 nm 0.2673, 400 nm 1.12e-12
next subband edge = 0.7021 eV, added conductance share = 4.5e-46
optical phonon inputs: energy 0.16 eV, emission length 15.0 nm
optical-phonon rise of R, 4 um, 77 K = 1.7e-05 %
300 K: acoustic length = 1.027 um, optical rise of R = 79 %
heat = 1.937 nW at 4 um; coupling 0.1 W/(K m): warming 4.84 mK
Coulomb inputs: permittivity 2.5, gate distance 300 nm
Luttinger parameter (1 = no interaction) = 0.226
\end{verbatim}
